**Langmuir adsorption from single-site rates, tested for water on a mirror coating**

The program tests the coverage $\theta=KP/(1+KP)$, where $P$ is the partial pressure and $K=a/d$ is the ratio of the arrival coefficient per site to the desorption rate of a filled site. It asserts that the wall flux agrees with a quadrature over the Maxwell velocity distribution. It compares the coverage with a random simulation of strikes and desorption, with the stationary state of a six-site master equation, and with an equilibrium sum over site fillings. The low- and high-pressure limits, the approach to the steady state and the temperature dependence of $K$ are asserted as well. For the example at 295 K and $10^{-7}$ Torr, the output shows a coverage of 0.3010 from the formula and 0.3009 from the simulation. It also lists the coverage with repulsion, unequal sites, input errors, heating, light and hydrogen, and the fraction of sites that hold a second molecule. The strengths of these effects are rough model inputs, so the listed values are estimates of size.

## Numerical check

```python
"""Langmuir adsorption: theta = K P / (1 + K P), K = a / d.
theta: fraction of filled sites; P: partial pressure (Torr);
a: arrival rate per site and Torr; d: desorption rate per filled site.
Each site holds at most one molecule; sites are identical and independent.
Example: water on titanium sites of a TiO2-capped EUV mirror, with rough
typical parameters. The sizes of neglected effects are model estimates.
"""
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

KB = const.k
EV = const.e
TORR = const.torr

temperature = 295.0             # K
pressure = 1e-7                 # Torr
site_density = 5.2e14           # sites per cm2
binding = 0.80                  # eV
attempt = 1e13                  # 1/s
water_mass = 18.015 * const.atomic_mass
hydrogen_mass = 2.016 * const.atomic_mass


def wall_flux(p_torr, mass, temp):
    """Molecules striking one m2 per second."""
    return p_torr * TORR / np.sqrt(2 * np.pi * mass * KB * temp)


def arrival(mass, temp):
    """Arrivals per site, second and Torr."""
    return wall_flux(1.0, mass, temp) / (site_density * 1e4)


def desorption(energy, temp, prefactor=attempt):
    return prefactor * np.exp(-energy * EV / (KB * temp))


def langmuir(x):
    return x / (1 + x)


def stationary(generator):
    """Stationary probabilities; columns are the starting states."""
    matrix = generator / np.max(np.abs(generator))
    matrix[-1, :] = 1.0
    rhs = np.zeros(len(matrix))
    rhs[-1] = 1.0
    return np.linalg.solve(matrix, rhs)


def generator_from(transitions, size):
    g = np.zeros((size, size))
    for start, end, rate in transitions:
        g[end, start] += rate
        g[start, start] -= rate
    return g


def lattice_generator(fill_rate, empty_rate, sites=6):
    moves = []
    for state in range(2**sites):
        for i in range(sites):
            filled = (state >> i) & 1
            rate = empty_rate if filled else fill_rate
            moves.append((state, state ^ (1 << i), rate))
    return generator_from(moves, 2**sites)


def simulate(strike_rate, empty_rate, sites=200, events=300000):
    """Blind strikes on random sites; strikes on filled sites bounce."""
    rng = random.Random(7)
    filled = [False] * sites
    occupied = []
    elapsed = 0.0
    weighted = 0.0
    for _ in range(events):
        n = len(occupied)
        total = sites * strike_rate + n * empty_rate
        elapsed += 1 / total
        weighted += n / total
        if rng.random() * total < sites * strike_rate or n == 0:
            s = rng.randrange(sites)
            if not filled[s]:
                filled[s] = True
                occupied.append(s)
        else:
            j = rng.randrange(n)
            filled[occupied[j]] = False
            occupied[j] = occupied[-1]
            occupied.pop()
    return weighted / (elapsed * sites)


def ring_coverage(x, repulsion, temp, sites):
    """Equilibrium sum over all fillings of a ring with neighbour repulsion."""
    norm = 0.0
    filled_sum = 0.0
    for state in range(2**sites):
        bits = [(state >> i) & 1 for i in range(sites)]
        n = sum(bits)
        pairs = sum(bits[i] * bits[i - 1] for i in range(sites))
        weight = x**n * np.exp(-repulsion * EV * pairs / (KB * temp))
        norm += weight
        filled_sum += n * weight
    return filled_sum / (norm * sites)


a = arrival(water_mass, temperature)
d = desorption(binding, temperature)
K = a / d
x0 = K * pressure
theta = langmuir(x0)
kt_ev = KB * temperature / EV

# Flux from the Maxwell distribution of the velocity towards the wall
gas_density = pressure * TORR / (KB * temperature)
thermal_speed = np.sqrt(KB * temperature / water_mass)
mean_part = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                 0, np.inf)[0]
flux_quad = gas_density * thermal_speed * mean_part
flux = wall_flux(pressure, water_mass, temperature)
assert abs(flux_quad / flux - 1) < 1e-7

# Random simulation; its statistical error is about 0.001
theta_sim = simulate(a * pressure, d)
assert abs(theta_sim - theta) < 0.005

# Master equation of a small lattice, from nearly empty to nearly full
fraction = np.array([bin(s).count("1") / 6 for s in range(64)])
for x in (1e-3, x0, 1.0, 1e3):
    numeric = fraction @ stationary(lattice_generator(x * d, d))
    assert abs(numeric / langmuir(x) - 1) < 1e-8
    if x == 1e-3:
        assert abs(x / numeric - 1 - x) < 1e-8
    if x == 1.0:
        assert abs(numeric - 0.5) < 1e-8
    if x == 1e3:
        assert abs((1 - numeric) * x - 1) < 2e-3

# Approach to the steady state from a clean surface
relax_time = 1 / (a * pressure + d)
clean = np.zeros(64)
clean[0] = 1.0
lattice = lattice_generator(a * pressure, d)
for t in (0.3 * relax_time, relax_time, 3 * relax_time):
    numeric = fraction @ (expm(lattice * t) @ clean)
    assert abs(numeric - theta * (1 - np.exp(-t / relax_time))) < 1e-9
theta_one_tau = fraction @ (expm(lattice * relax_time) @ clean)

# Temperature dependence of K by finite difference
t_low, t_high = temperature - 0.1, temperature + 0.1
log_k = [np.log(arrival(water_mass, t) / desorption(binding, t))
         for t in (t_low, t_high)]
beta = [EV / (KB * t) for t in (t_low, t_high)]
slope = (log_k[1] - log_k[0]) / (beta[1] - beta[0])
assert abs(slope - (binding + kt_ev / 2)) < 1e-6

# Equilibrium sum without repulsion, then with it
assert abs(ring_coverage(x0, 0.0, temperature, 8) - theta) < 1e-10
repulsion = 0.03                # eV per neighbouring pair
theta_rep = ring_coverage(x0, repulsion, temperature, 10)
theta_rep_small = ring_coverage(x0, repulsion, temperature, 8)
assert abs(theta_rep - theta_rep_small) < 1e-4
assert theta_rep < theta

# Gaussian spread of binding energies
spread = 0.05                   # eV, standard deviation
theta_spread = quad(
    lambda z: np.exp(-z * z / 2) / np.sqrt(2 * np.pi)
    * langmuir(x0 * np.exp(z * spread / kt_ev)), -8, 8)[0]

# Errors of the input parameters and mirror heating
theta_weak = langmuir(a * pressure / desorption(binding - 0.05, temperature))
theta_strong = langmuir(a * pressure / desorption(binding + 0.05, temperature))
theta_fast = langmuir(
    a * pressure / desorption(binding, temperature, 10 * attempt))
theta_slow = langmuir(
    a * pressure / desorption(binding, temperature, attempt / 10))
hot = temperature + 10
theta_hot = langmuir(
    arrival(water_mass, hot) * pressure / desorption(binding, hot))
assert theta_hot < theta

# Removal by light, counted as emptying the site
intensity = 0.1                 # W/cm2
wavelength = 13.5               # nm
removal_area = 3e-18            # cm2 per incident photon
photon_joule = const.h * const.c / (wavelength * 1e-9)
light_rate = removal_area * intensity / photon_joule
lit = generator_from([(0, 1, a * pressure), (1, 0, d), (1, 0, light_rate)], 2)
theta_light = stationary(lit)[1]
assert abs(theta_light - a * pressure / (a * pressure + d + light_rate)) < 1e-10

# Competition: states are empty, water, molecular hydrogen
hydrogen_pressure = 0.03        # Torr
hydrogen_binding = 0.20         # eV
h_on = arrival(hydrogen_mass, temperature) * hydrogen_pressure
h_off = desorption(hydrogen_binding, temperature)
mixed = stationary(generator_from(
    [(0, 1, a * pressure), (1, 0, d), (0, 2, h_on), (2, 0, h_off)], 3))

# Second layer: states are empty, one molecule, two stacked molecules
second_binding = 0.50           # eV
d2 = desorption(second_binding, temperature)
stack = stationary(generator_from(
    [(0, 1, a * pressure), (1, 0, d), (1, 2, a * pressure), (2, 1, d2)], 3))
p_second = 0.01 * d2 / a        # two-to-one occupation ratio of 0.01
high_stack = stationary(generator_from(
    [(0, 1, a * p_second), (1, 0, d), (1, 2, a * p_second), (2, 1, d2)], 3))
assert abs(high_stack[2] / high_stack[1] - 0.01) < 1e-6

print("INPUTS (rough typical values)")
print(f"temperature = {temperature:.0f} K; kT = {kt_ev:.5f} eV")
print(f"water pressure = {pressure:.1e} Torr")
print(f"water molecular mass = {water_mass:.4e} kg")
print(f"site density = {site_density:.2e} per cm2")
print(f"binding energy = {binding:.2f} eV; attempt rate = {attempt:.1e} 1/s")
print("MAIN RESULTS")
print(f"wall flux = {flux * 1e-4:.4e} per cm2 per s")
print(f"wall flux by quadrature = {flux_quad * 1e-4:.4e} per cm2 per s")
print(f"arrival coefficient a = {a:.4e} per s per Torr")
print(f"arrival rate per site aP = {a * pressure:.5f} 1/s")
print(f"desorption rate d = {d:.5f} 1/s")
print(f"K = {K:.4e} 1/Torr; KP = {x0:.4f}")
print(f"half-coverage pressure 1/K = {1 / K:.3e} Torr"
      f" = {TORR / K:.3e} Pa")
print(f"coverage = {theta:.4f}; random simulation = {theta_sim:.4f}")
print(f"adsorbed density = {theta * site_density:.3e} per cm2")
print(f"relaxation time = {relax_time:.3f} s")
print(f"coverage after one relaxation time = {theta_one_tau:.4f}")
print(f"slope of ln K against 1/kT = {slope:.4f} eV")
print("PRESSURE TABLE: P (Torr), KP, coverage, empty fraction")
for p in (1e-10, 1e-9, 1e-8, 1e-7, 1e-6, 1e-5, 1e-4):
    x = K * p
    print(f"{p:.0e}  {x:.4e}  {langmuir(x):.4e}  {1 / (1 + x):.4e}")
print("NEGLECTED EFFECTS: coverage at the example pressure")
print(f"repulsion {repulsion:.2f} eV per pair: {theta_rep:.4f}")
print(f"binding spread {spread:.2f} eV: {theta_spread:.4f}")
print(f"binding 0.05 eV lower / higher: {theta_weak:.4f} / {theta_strong:.4f}")
print(f"attempt rate x10 / divided by 10: {theta_fast:.4f} / {theta_slow:.4f}")
print(f"mirror at {hot:.0f} K: {theta_hot:.4f}")
print(f"light: {intensity:.2f} W/cm2 at {wavelength:.1f} nm,"
      f" photon {photon_joule / EV:.2f} eV")
print(f"light removal area = {removal_area:.1e} cm2 per photon")
print(f"light removal rate = {light_rate:.5f} 1/s; coverage {theta_light:.4f}")
print(f"hydrogen: {hydrogen_pressure:.2f} Torr,"
      f" binding {hydrogen_binding:.2f} eV")
print(f"hydrogen-filled fraction = {mixed[2]:.2e};"
      f" water coverage {mixed[1]:.4f}")
print(f"second-layer binding = {second_binding:.2f} eV")
print(f"fraction of sites with two molecules = {stack[2]:.2e}")
print(f"pressure for two-to-one ratio 0.01 = {p_second:.2e} Torr")
print(f"first-layer coverage there = {high_stack[1] + high_stack[2]:.5f}")
print("PASS")
```

Printed output:

```
INPUTS (rough typical values)
temperature = 295 K; kT = 0.02542 eV
water pressure = 1.0e-07 Torr
water molecular mass = 2.9915e-26 kg
site density = 5.20e+14 per cm2
binding energy = 0.80 eV; attempt rate = 1.0e+13 1/s
MAIN RESULTS
wall flux = 4.8186e+13 per cm2 per s
wall flux by quadrature = 4.8186e+13 per cm2 per s
arrival coefficient a = 9.2665e+05 per s per Torr
arrival rate per site aP = 0.09266 1/s
desorption rate d = 0.21518 1/s
K = 4.3064e+06 1/Torr; KP = 0.4306
half-coverage pressure 1/K = 2.322e-07 Torr = 3.096e-05 Pa
coverage = 0.3010; random simulation = 0.3009
adsorbed density = 1.565e+14 per cm2
relaxation time = 3.248 s
coverage after one relaxation time = 0.1903
slope of ln K against 1/kT = 0.8127 eV
PRESSURE TABLE: P (Torr), KP, coverage, empty fraction
1e-10  4.3064e-04  4.3045e-04  9.9957e-01
1e-09  4.3064e-03  4.2879e-03  9.9571e-01
1e-08  4.3064e-02  4.1286e-02  9.5871e-01
1e-07  4.3064e-01  3.0101e-01  6.9899e-01
1e-06  4.3064e+00  8.1155e-01  1.8845e-01
1e-05  4.3064e+01  9.7731e-01  2.2694e-02
1e-04  4.3064e+02  9.9768e-01  2.3168e-03
NEGLECTED EFFECTS: coverage at the example pressure
repulsion 0.03 eV per pair: 0.2243
binding spread 0.05 eV: 0.3734
binding 0.05 eV lower / higher: 0.0568 / 0.7548
attempt rate x10 / divided by 10: 0.0413 / 0.8115
mirror at 305 K: 0.1311
light: 0.10 W/cm2 at 13.5 nm, photon 91.84 eV
light removal area = 3.0e-18 cm2 per photon
light removal rate = 0.02039 1/s; coverage 0.2823
hydrogen: 0.03 Torr, binding 0.20 eV
hydrogen-filled fraction = 1.52e-05; water coverage 0.3010
second-layer binding = 0.50 eV
fraction of sites with two molecules = 9.72e-07
pressure for two-to-one ratio 0.01 = 3.10e-04 Torr
first-layer coverage there = 0.99926
PASS
```
